Why a superlens can amplify evanescent waves without creating energy

**Question**

I am studying near-field lithography with a thin silver film between a grating mask and a photoresist. The film is supposed to act as a superlens: an evanescent wave that decays on its way from the mask comes out of the silver larger than it went in. The transmission coefficient can exceed 1 in magnitude, apparently even for a slab with no gain.

How is this compatible with energy conservation? I have been told that a lossless slab with a lossless exit medium merely stores large fields and passes no net power. But then where did the stored energy come from? And if no power passes, how can the resist be exposed?

**Answer**

Field amplification is not power amplification. The statement you were told is right, but it needs three more conditions: the wave must also be evanescent in the exit medium, the system must be in a driven steady state, and the drive must not coincide with a bound resonance of the slab. Under those conditions the time-averaged normal flux is zero. A resist that absorbs breaks the lossless condition, and the source then supplies the power.

**Fields and flux**

Take one Fourier component of the grating field, with magnetic field along y:

H_y = h(z) exp(i kx x − iωt).

The slab occupies 0 < z < d. Medium 1 is the spacer, medium 2 the slab and medium 3 the resist, treated as a half-space. All are local, isotropic and nonmagnetic, and medium 1 is lossless. With k0 = ω/c and Z0 = √(μ0/ε0), Ampère's law, curl H = −iωε0εE, gives

E_x = −iZ0 h′/(k0ε),  E_z = −Z0 kx h/(k0ε).

Putting these into Faraday's law gives the wave equation

(h′/ε)′ = (kx²/ε − k0²)h.

In a uniform layer its solutions are exp(±κz), with κ = √(kx² − εk0²). The average normal flux is

S = ½Re(E_x h*) = (Z0/2k0) Im(h*h′/ε),

because Re(−iw) = Im w.

To see how S changes with depth, differentiate and use the wave equation:

(h*h′/ε)′ = |h′|²/ε + (kx²/ε − k0²)|h|².

Only 1/ε can have an imaginary part here, and Im(1/ε) = −ε″/|ε|², where ε″ = Im ε. Since |E|² = Z0²(|h′|² + kx²|h|²)/(k0²|ε|²) and k0/Z0 = ωε0,

dS/dz = −½ωε0ε″|E|².

The flux falls by just the power absorbed. Where ε″ = 0, it is independent of depth, however strongly the field varies.

**Why one decaying wave carries no average normal flux**

For real κ and ε, write h = A exp(−κz) + B exp(κz). Then

h*h′ = κ[−|A|²exp(−2κz) + |B|²exp(2κz) + A*B − AB*].

The first two terms are real. The last two equal 2i Im(A*B), so

S = (Z0κ/k0ε) Im(A*B).

One exponential alone carries no average flux. Two carry flux only when their relative phase is neither 0 nor π, so that Im(A*B) is not zero.

This does not mean that nothing moves. For a single decaying wave, E_x = iZ0κh/(k0ε) is a quarter cycle out of phase with H_y. With θ = ωt plus a constant phase, the instantaneous flux is

S(t) = (Z0κ/k0ε)|h|² sin θ cos θ = (Z0κ/2k0ε)|h|² sin 2θ.

At a fixed point on the plane, energy crosses one way and then returns, twice per optical cycle. Points at different x are at different phases, so for this single component the normal flux summed over a grating period is zero at every instant. (Equal +kx and −kx orders form a standing pattern instead. Its summed normal flux oscillates, but still averages to zero over time.) The wave does carry average power along x, parallel to the surface, but this takes nothing across the slab.

Now apply this to the slab. A lossless exit medium in which the wave is evanescent contains one decaying exponential, so S = 0 there. The normal flux is continuous at the interface and constant through the lossless slab. It is therefore zero at every depth. On the entrance side, an incident amplitude H0 and a reflected amplitude rH0 give

S_in = (Z0κ1/k0ε1)|H0|² Im r,

so r must be real. Its magnitude may still be large. The familiar rule |r| ≤ 1 comes from propagating waves, whose incident and reflected powers can be counted separately. Likewise, |t|² here is not a ratio of powers.

**Where the amplification comes from**

Define aj = κj/εj. In the slab, let A and B be the coefficients of exp(−κ2z) and exp(κ2z), for unit incident amplitude. Let D = A exp(−κ2d) and U = B exp(κ2d) be their values at the exit face. Continuity of h and h′/ε requires

D + U = t,  a2(D − U) = a3t.

Eliminating t gives U/D = r23, where rij = (ai − aj)/(ai + aj). Thus t = (1 + r23)D and B = qA, with q = r23 exp(−2κ2d). At the entrance,

1 + r = A(1 + q),  a1(1 − r) = a2A(1 − q).

Multiply the first equation by a1 and add the second:

2a1 = A[(a1 + a2) + q(a1 − a2)].

Since 2a1/(a1 + a2) = 1 + r12, this means A = (1 + r12)/(1 + r12q). Subtracting instead of adding gives

2a1r = A[(a1 − a2) + q(a1 + a2)].

Hence

r = (r12 + q)/(1 + r12q),

t = (1 + r12)(1 + r23)exp(−κ2d)/(1 + r12q).

For a metal, ε2 < 0 makes a2 negative. The sums a1 + a2 and a2 + a3 can then be small, which makes r12 and r23 large. This near-resonant response of the two surfaces can outweigh the factor exp(−κ2d).

The ideal limit shows the same thing more simply. Let ε2 = −ε1 and μ2 = −1, with medium 3 the same as medium 1. With magnetic response, κ2 = √(kx² − ε2μ2k0²), which equals κ1. A wave exp(−κ1z) outside joins exp(+κ1z) inside, since

−κ1/ε1 = κ1/(−ε1).

There is no reflected wave, and t = exp(κ1d). Each region contains one exponential, so the average flux vanishes throughout. Silver has μ2 = 1 and cannot meet these conditions exactly. The film treated below is far from this limit: its reflected wave is large.

**Where the stored energy came from**

The steady state hides the switching-on. Let all fields grow slowly as exp(γt), which replaces ω by Ω = ω + iγ. The electric part of the power delivered per unit volume is ½Re(E*·∂D/∂t), and ∂D/∂t = −iε0Ωε(Ω)E. To first order in γ,

Re[−iΩε(Ω)] = γ d(ωε)/dω.

The magnetic part is ½γμ0|H|². Integrating from the entrance face through the exit medium gives

S_in = 2γW,

W = ∫¼[ε0 d(ωε)/dω |E|² + μ0|H|²]dz.

The factor 2γ is the growth rate of an energy proportional to exp(2γt). The source therefore pays for the large field while it builds up; when growth stops, so does this flux.

The derivative matters in a metal. For a lossless Drude model, ε = ε∞ − ωp²/ω², we have

d(ωε)/dω = ε∞ + ωp²/ω² > 0.

Using ε itself would make the electric energy negative.

A sudden start also excites bound slab modes. In a strictly lossless system they would keep ringing, so the steady state above means a gradual start or the limit of small damping.

**A silver film at 365 nm**

Consider a 120 nm grating period and 35 nm of silver. Rough optical constants are ε1 = 2.30 for the spacer, ε2 = −2.40 + 0.25i for silver and index 1.70 + 0.02i for the resist. I choose an incident evanescent electric amplitude of 20 V/m at the silver, which corresponds to H0 = 0.03033 A/m. This is the total decaying wave arriving there, including any light returned by the mask.

First drop the absorption. With κ1 = 0.04539, κ2 = 0.05876 and κ3 = 0.04342 nm⁻¹,

a1 = 0.04539/2.30 = 0.01973 nm⁻¹,
a2 = −0.05876/2.40 = −0.02448 nm⁻¹,
a3 = 0.04342/2.89 = 0.01502 nm⁻¹.

These give r12 ≈ −9.3 and r23 ≈ 4.2. With exp(−κ2d) ≈ 0.128, the denominator 1 + r12q is about 0.36. The unrounded calculation gives r = −25.4 and t = −15.1. The magnetic field at the exit is fifteen times the incident amplitude, yet both coefficients are real and the average flux is zero. The amplification is relative to the incident wave alone. The total field at the entrance, which includes the reflected wave, is larger still: |1 + r| = 24.4. At the exit face the instantaneous flux swings between about +3.46 and −3.46 mW/cm².

With ε∞ = 5, the Drude model gives d(ωε)/dω = 12.4. The stored energy is 7.16 aJ/cm² in the silver and 0.49 aJ/cm² in the resist. Ignoring dispersion would give −1.11 aJ/cm² for the silver.

As a test of the energy argument, the input flux was computed directly from the reflection at complex frequency, with γ = 10⁻⁴ω. Its ratio to 2γW, with W integrated from the steady fields, was 0.99991. The response time |d ln t/dω| is about 21 fs, so a start that is slow on this scale follows the steady solution closely. Slow means several times longer: a smooth error-function start of Gaussian width 21 fs leaves a ringing of about 60% of the steady field, while a width of 60 fs leaves less than 1%. The stored energy and the response time are values for this Drude model. Real silver is more dispersive near 365 nm, because interband absorption begins at slightly shorter wavelengths, so at fixed Re ε2 both are probably low by some tens of percent. All the lossless values depend far more strongly on Re ε2 itself, because this film lies close to a bound mode (see below): Re ε2 = −2.59 would give a lossless |t| of a few hundred. They illustrate the energy balance and are not properties of a silver film.

**How the resist gets exposed**

Now let only the resist absorb. The average flux becomes 0.097 mW/cm², and the lossless silver passes it on unchanged. The two exponentials in the silver have acquired the necessary phase difference.

With absorption in the silver too, r = −7.77 + 11.64i and |t| = 8.2. The input flux is

S_in = (376.7 × 0.01973/0.017214) × 0.03033² × 11.64
≈ 4.62 W/m², or 0.463 mW/cm² when the inputs are not rounded.

Of this, 0.433 mW/cm² heats the silver and 0.029 mW/cm² is absorbed in the resist, about 6% of the input. The exit field still exceeds the incident one, but the power is divided, not multiplied.

If spacer polymer replaces the silver at the same incident amplitude, |t| falls to 0.232. The resist then absorbs less by a factor (8.185/0.2319)² ≈ 1250. That factor is not an energy gain, because equal incident amplitudes do not mean equal power drawn from the source. The reflected near field acts back on the currents in the mask, and both the strength and the phase of that field affect how much work the source does.

**Where the zero-flux statement fails**

A lossless exit medium is not sufficient. If its index n3 satisfies n3k0 > kx, the wave propagates there as exp(ikz3z), with kz3 = √(n3²k0² − kx²), and

S = Z0kz3|t|²|H0|²/(2k0n3²) > 0.

For n3 = 3.5, n3k0 = 0.0602 nm⁻¹ exceeds kx = 0.0524 nm⁻¹. With lossless silver the flux is then 0.015 mW/cm². It tunnels through the slab and is supplied at the entrance.

The other exception is a resonance, 1 + r12q = 0. There the slab supports a bound field with no incident wave, so a lossless driven steady state does not exist. Away from resonance, sufficiently weak absorption leaves the field nearly unchanged, and the absorbed power goes to zero in proportion to ε″. The absorption in the film above is not that weak: it lowered |t| from 15.1 to 8.2. At resonance the field grows as 1/ε″, so the absorbed power, proportional to ε″|E|², also grows as 1/ε″.

The 120 nm example is itself close to such a resonance. At that period the lossless pole lies at Re ε2 = −2.58, or, in the Drude model, at 369 nm, 1% below the drive frequency. This distance, 0.18 in Re ε2, is smaller than ε″ = 0.25, which is why absorption changes |t| so much. At fixed Re ε2 = −2.40 and 365 nm, the lossless resonance lies at a grating period of 50.4 nm. Reducing the silver's ε″ there from 10⁻⁵ to 5 × 10⁻⁶, with the resist lossless, doubled the calculated flux. Less loss meant more absorption at fixed incident amplitude. These values of ε″ are four orders of magnitude below that of silver; with ε″ = 0.25, |t| at this period is only 1.9 and shows no peak there.

**How close is this to a real film?**

Silver a few tens of nanometres thick, i-line light and half-pitches near 60 nm are a realistic regime for superlens lithography. The numerical amplification is much less secure than the energy argument. In the absorbing model:

- A uniform thickness change of −2 or +2 nm moves |t| from 8.2 to 9.8 or 6.7.
- Changing Re ε2 by −0.2 or +0.2 moves it to 11.4 or 4.9.
- Raising ε″ from 0.25 to 0.6, as for a lossier film, lowers it to 4.1 and the resist's share of the input from 6% to 2.6%.
- Extra electron scattering at the film surfaces, estimated roughly by a rate vF/d with Fermi speed vF = 1.4 × 10⁶ m/s, lowers it to 7.1. Half or twice that rate gives 7.6 or 6.2.

Real roughness also mixes different kx, which these uniform changes do not describe. The half-space approximation is mild for a 120 nm resist: the round-trip decay factor is 3 × 10⁻⁵, so the substrate matters little unless its near-field reflection is very large.

An exposure estimate also cannot safely assume a fixed incident amplitude. For a 40 nm spacer and a mask reflection coefficient of unit magnitude, one round trip between silver and mask returns 0.37 of the wave. If the mask returned this order only into itself, summing the repeated returns would multiply the direct amplitude by a factor between 1/1.37 = 0.73 and 1/0.63 = 1.59, depending on phase. A grating mask also scatters one order into another, which can widen this range. Unit magnitude is an illustration, not an upper bound for evanescent waves. A dose prediction must therefore solve for the mask and film together.

Finally, a real image contains several grating orders. Their normal fluxes add when averaged over a period, but the local exposure also contains their interference. The calculation here settles the energy balance of one order, not the contrast of the printed pattern. The remaining values are in the numerical output.

Calculated quantities

```
wavelength 365 nm; grating period 120 nm
silver 35 nm; spacer 40 nm; resist 120 nm
permittivity: spacer 2.30; silver -2.40+0.25j
resist index 1.70 + 0.02i; permittivity 2.8896+0.0680j
incident evanescent electric amplitude 20.0 V/m
incident magnetic amplitude 0.03033 A/m
k0 0.017214 1/nm; kx 0.052360 1/nm
lossless kappa: spacer 0.04539, silver 0.05876, resist 0.04342 1/nm
ideal-slab H amplification 4.897
lossless r -25.393; t -15.119
lossy r -7.771+11.644j; t -2.958+7.632j; |t| 8.185
lossless exit flux: oscillation peak 3.4585 mW/cm2
lossless exit flux: |average|/peak 6.8e-19
lossless silver, absorbing resist: flux 0.09712 mW/cm2
lossless exit of index 3.5: |t| 2.484, flux 0.01512 mW/cm2
lossy stack: input flux 0.46269 mW/cm2
absorbed in silver 0.43344 mW/cm2
absorbed in resist 0.02925 mW/cm2
resist share of input flux 6.32 percent
spacer polymer in place of silver: |t| 0.2319
resist power ratio, silver/polymer 1245.44
Drude background 5.0; d(w eps)/dw 12.40
lossless stored energy: silver 7.15853 aJ/cm2
lossless stored energy: resist 0.48727 aJ/cm2
silver energy if dispersion is ignored -1.10596 aJ/cm2
growth test: rate/w 1.0e-04; flux/(2 rate W) 0.9999073
lossless transmission response time 20.785 fs
lossless pole at grating period 50.42 nm
pole flux ratio when silver loss is halved 2.0000
surface scattering: added Im eps 0.0574; |t| becomes 7.101
nonlocal parameter kx vF/w 0.0142
silver thickness -2/+2 nm: |t| 9.842/6.676
silver Re eps -0.2/+0.2: |t| 11.359/4.907
resist round-trip decay factor 2.98e-05
mask feedback for unit mask reflection 0.371
```
